# A Hydrogenic Exciton of Atomic Size in a Low-k Dielectric: a program that tests the result

```python
"""Hydrogenic exciton in a low-k dielectric skeleton.
Result under test: binding energy E_b = Ry*mu/eps**2 and radius a = a0*eps/mu,
with mu the reduced mass in electron masses and eps the electronic relative
permittivity. For mu = 0.4, eps = 2.2: about 1.12 eV and 2.9 angstrom.
The program also sizes effects that this continuum model leaves out.
Energies are in eV and lengths in nm unless a name or comment says otherwise.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, dblquad, simpson
from scipy.linalg import eigh, lu_factor, lu_solve
from scipy.special import eval_genlaguerre, gammaln, roots_laguerre

# Rough parameters of a silica-like skeleton in a porous organosilicate film
mass_e, mass_h = 0.5, 2.0
eps = 2.2
eps_static_silica = 3.9
eps_film_electronic = 1.7
bond_si_o, dist_si_si, wall = 0.16, 0.31, 1.0
screen_length = 0.05
phonon_wavenumber = 1070.0            # 1/cm, Si-O stretching
field_use, field_breakdown = 1.0, 5.0  # MV/cm
cure_temperature = 673.0              # K

mu = mass_e * mass_h / (mass_e + mass_h)
rydberg = const.value("Rydberg constant times hc in eV")
bohr = const.value("Bohr radius") * 1e9
hbar2_2m = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # eV nm^2
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9       # eV nm


def binding(permittivity):
    return rydberg * mu / permittivity**2


E_b = binding(eps)
a = bohr * eps / mu
assert abs(E_b - 1.12) < 0.005 and abs(10 * a - 2.9) < 0.05

# Two-body Schroedinger equation in atomic units, by symbolic differentiation
coords = sp.symbols("xe ye ze xh yh zh", real=True)
xe, ye, ze, xh, yh, zh = coords
me_s, mh_s, eps_s = sp.Rational(1, 2), sp.Integer(2), sp.Rational(11, 5)
total_s = me_s + mh_s
mu_s = me_s * mh_s / total_s
K_s = sp.Rational(3, 10)
r_s = sp.sqrt((xe - xh)**2 + (ye - yh)**2 + (ze - zh)**2)
psi = sp.exp(sp.I * K_s * (me_s * xe + mh_s * xh) / total_s - r_s * mu_s / eps_s)
h_psi = (-sum(sp.diff(psi, c, 2) for c in coords[:3]) / (2 * me_s)
         - sum(sp.diff(psi, c, 2) for c in coords[3:]) / (2 * mh_s)
         - psi / (eps_s * r_s))
expected = float(K_s**2 / (2 * total_s) - mu_s / (2 * eps_s**2))
for point in [(0.3, -0.7, 1.1, 2.0, 0.4, -0.5), (1.7, 0.2, -2.1, -0.6, 1.3, 0.8)]:
    values = dict(zip(coords, point))
    local_energy = complex(sp.N(h_psi.subs(values))) / complex(sp.N(psi.subs(values)))
    assert abs(local_energy - expected) < 1e-10

# Orthonormal Laguerre radial functions; the factor exp(-decay*r) is left out
# here because the Gauss-Laguerre weight supplies it squared.
nodes, node_weights = roots_laguerre(80)


def radial_functions(l, decay, count, r):
    x = 2 * decay * r
    alpha = 2 * l + 2
    functions, slopes = [], []
    for k in range(count):
        norm = np.sqrt(2 * decay) * np.exp(
            0.5 * (gammaln(k + 1) - gammaln(k + alpha + 1)))
        lag = eval_genlaguerre(k, float(alpha), x)
        dlag = -eval_genlaguerre(k - 1, float(alpha + 1), x) if k else 0 * x
        functions.append(norm * x**(l + 1) * lag)
        slopes.append(2 * decay * norm * x**l * ((l + 1 - x / 2) * lag + x * dlag))
    return np.array(functions).T, np.array(slopes).T


def matrix(left, weight, right):
    return left.T @ (weight[:, None] * right)


# Relative motion by diagonalization, in eV and nm
decay_nm, size = 5.0, 24
r_q = nodes / (2 * decay_nm)
w_q = node_weights / (2 * decay_nm)
u, du = radial_functions(0, decay_nm, size, r_q)
assert np.allclose(matrix(u, w_q, u), np.eye(size), atol=1e-8)
kinetic = hbar2_2m / mu * matrix(du, w_q, du)
potential = -coulomb / eps * matrix(u, w_q / r_q, u)
levels, vectors = eigh(kinetic + potential)
ground = vectors[:, 0]
assert abs(levels[0] + E_b) < 1e-6
assert abs(levels[1] + E_b / 4) < 1e-5
mean_T = ground @ kinetic @ ground
mean_V = ground @ potential @ ground
assert abs(mean_T - E_b) < 1e-5 and abs(mean_V + 2 * E_b) < 1e-5
mean_r = ground @ matrix(u, w_q * r_q, u) @ ground
assert abs(mean_r - 1.5 * a) < 1e-6


def radial_density(r):
    values = radial_functions(0, decay_nm, size, r)[0] @ ground
    return (values * np.exp(-decay_nm * r))**2


r_grid = np.linspace(0.1, 0.6, 5001)
peak_r = r_grid[np.argmax(radial_density(r_grid))]
assert abs(peak_r - a) < 3e-4


def probability_inside(radius):
    x = radius / a
    return 1 - np.exp(-2 * x) * (1 + 2 * x + 2 * x**2)


for radius in (bond_si_o, dist_si_si, wall):
    grid = np.linspace(0, radius, 2001)
    assert abs(simpson(radial_density(grid), x=grid)
               - probability_inside(radius)) < 1e-6

# Weaker screening at short range
q = 1 / a
yukawa_ft = 4 * np.pi / q * quad(
    lambda r: np.sin(q * r) * np.exp(-r / screen_length), 0, 3)[0]
inverse_eps_q = 1 / eps + (1 - 1 / eps) * yukawa_ft * q**2 / (4 * np.pi)
ql2 = (q * screen_length)**2
eps_q = 1 / (1 / eps + (1 - 1 / eps) * ql2 / (1 + ql2))
assert abs(1 / inverse_eps_q - eps_q) < 1e-6
extra = -coulomb * (1 - 1 / eps) * matrix(
    u, w_q * np.exp(-r_q / screen_length) / r_q, u)
gain_first = 2 * E_b * (eps - 1) / (1 + a / (2 * screen_length))**2
assert abs(-(ground @ extra @ ground) - gain_first) < 1e-5
E_b_screen = -eigh(kinetic + potential + extra, eigvals_only=True)[0]
smaller = eigh((kinetic + potential + extra)[:18, :18], eigvals_only=True)[0]
assert abs(smaller + E_b_screen) < 2e-3
assert E_b_screen > E_b + gain_first

# Cosine band: mean kinetic energy from the overlap of shifted 1s states
s = dist_si_si / a
overlap = np.exp(-s) * (1 + s + s**2 / 3)
overlap_integral = dblquad(
    lambda c, r: 2 * r**2 * np.exp(
        -r - np.sqrt(max(r * r + s * s + 2 * r * s * c, 0.0))),
    0, 30, -1, 1, epsabs=1e-7, epsrel=1e-7)[0]
assert abs(overlap - overlap_integral) < 1e-5
T_cosine = 6 * E_b * (1 - overlap) / s**2

# Lattice response
phonon = const.h * const.c * phonon_wavenumber * 100 / const.e
hole_relaxation = coulomb / (2 * bond_si_o) * (1 / eps - 1 / eps_static_silica)
R_m = bond_si_o * 1e-9


def field_energy(permittivity):
    # electrostatic energy in eV outside the sphere; t = r/R
    def shell(t):
        D = const.e / (4 * np.pi * (t * R_m)**2)
        density = D**2 / (2 * const.epsilon_0 * permittivity)
        return density * 4 * np.pi * (t * R_m)**2 * R_m / const.e
    return quad(shell, 1, np.inf)[0]


assert abs(field_energy(eps) - field_energy(eps_static_silica)
           - hole_relaxation) < 1e-6


# Static field in exciton units: energy 2*E_b, length a, field 2*E_b/(e*a)
def stark_energy(f, angle, radial_count=24, l_count=16, decay=0.8):
    """Complex resonance energy of the 1s state by complex scaling."""
    r = nodes / (2 * decay)
    w = node_weights / (2 * decay)
    sets = [radial_functions(l, decay, radial_count, r) for l in range(l_count)]
    H = np.zeros((radial_count * l_count,) * 2, complex)
    for l, (fun, slope) in enumerate(sets):
        here = slice(l * radial_count, (l + 1) * radial_count)
        T = 0.5 * (matrix(slope, w, slope)
                   + l * (l + 1) * matrix(fun, w / r**2, fun))
        H[here, here] = (np.exp(-2j * angle) * T
                         - np.exp(-1j * angle) * matrix(fun, w / r, fun))
        if l + 1 < l_count:
            above = slice((l + 1) * radial_count, (l + 2) * radial_count)
            angular = (l + 1) / np.sqrt((2 * l + 1) * (2 * l + 3))
            block = (f * np.exp(1j * angle) * angular
                     * matrix(fun, w * r, sets[l + 1][0]))
            H[here, above] = block
            H[above, here] = block.T
    guess = -0.5 - 2.25 * f**2
    factors = lu_factor(H - guess * np.eye(len(H)))
    v = np.zeros(len(H), complex)
    v[0] = 1
    for _ in range(12):
        v = lu_solve(factors, v)
        v /= np.linalg.norm(v)
    energy = (v @ H @ v) / (v @ v)
    assert np.linalg.norm(H @ v - energy * v) < 1e-8
    return energy


def weak_field_width(f):
    return 4 / f * np.exp(-2 / (3 * f))


weak = stark_energy(0.005, 0.4)
assert abs((weak.real + 0.5) / 0.005**2 + 2.25) < 0.01
ratio_04, ratio_05 = [-2 * stark_energy(f, 0.4).imag / weak_field_width(f)
                      for f in (0.04, 0.05)]
# the ratio must tend to one as the field vanishes; linear extrapolation
assert ratio_05 < ratio_04 < 1
assert abs(ratio_04 + 4 * (ratio_04 - ratio_05) - 1) < 0.1

field_unit = 2 * E_b / (a * 1e-7) / 1e6      # MV/cm
f_break, f_use = field_breakdown / field_unit, field_use / field_unit
resonance = stark_energy(f_break, 0.4)
check = stark_energy(f_break, 0.5, l_count=14)
width = -2 * resonance.imag
assert width > 0 and abs(check.imag / resonance.imag - 1) < 0.02
assert abs(check.real - resonance.real) < 1e-5
time_unit = const.hbar / (2 * E_b * const.e)  # s
thermal = const.k * cure_temperature / const.e


def show(label, value, unit="", form=".4f"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("Electron mass", mass_e, "m0", ".2f")
show("Hole mass", mass_h, "m0", ".2f")
show("Reduced mass", mu, "m0", ".2f")
show("Electronic permittivity", eps, "", ".2f")
show("Hydrogen Rydberg energy", rydberg, "eV", ".5f")
show("Hydrogen Bohr radius", bohr, "nm", ".6f")
show("Exciton binding energy, formula", E_b, "eV")
show("Exciton binding energy, diagonalization", -levels[0], "eV")
show("Exciton Bohr radius", a, "nm")
show("Exciton Bohr radius, converted", 10 * a, "angstrom", ".3f")
show("Most probable separation, diagonalization", peak_r, "nm")
show("Mean separation, diagonalization", mean_r, "nm")
show("Mean kinetic energy", mean_T, "eV")
show("Mean potential energy", mean_V, "eV")
show("2s binding energy, diagonalization", -levels[1], "eV")
show("Si-O distance (rough input)", bond_si_o, "nm", ".2f")
show("Probability of separation below Si-O distance", probability_inside(bond_si_o))
show("Si-Si distance (rough input)", dist_si_si, "nm", ".2f")
show("Probability of separation below Si-Si distance", probability_inside(dist_si_si))
show("Skeleton wall (rough input)", wall, "nm", ".1f")
show("Probability of separation above wall width", 1 - probability_inside(wall))
show("Screening length (rough input)", screen_length, "nm", ".2f")
show("Permittivity at wavevector 1/a", eps_q, "", ".3f")
show("Short-range screening gain, first order", gain_first, "eV", ".3f")
show("Binding with short-range screening, diagonalized", E_b_screen, "eV", ".3f")
show("Overlap of states shifted by Si-Si distance", overlap)
show("Mean kinetic energy in cosine band", T_cosine, "eV", ".3f")
show("Kinetic energy change, cosine band", T_cosine - E_b, "eV", ".3f")
show("Si-O stretching wavenumber (rough input)", phonon_wavenumber, "1/cm", ".0f")
show("Si-O stretching quantum", phonon, "eV", ".3f")
show("Binding energy / stretching quantum", E_b / phonon, "", ".1f")
show("Static silica permittivity (rough input)", eps_static_silica, "", ".1f")
show("Binding with static silica permittivity", binding(eps_static_silica), "eV", ".3f")
show("Film electronic permittivity (rough input)", eps_film_electronic, "", ".1f")
show("Binding with film electronic permittivity", binding(eps_film_electronic), "eV", ".3f")
show("Polarization energy, hole in Si-O radius sphere", hole_relaxation, "eV", ".2f")
show("Exciton field unit 2E_b/(ea)", field_unit, "MV/cm", ".1f")
show("Operating field (rough input)", field_use, "MV/cm", ".1f")
show("Ionization time at operating field, weak-field formula",
     time_unit / weak_field_width(f_use), "s", ".1e")
show("Breakdown field (rough input)", field_breakdown, "MV/cm", ".1f")
show("Reduced breakdown field", f_break)
show("Stark shift at breakdown, quadratic formula", -2.25 * f_break**2 * 2 * E_b, "eV")
show("Stark shift at breakdown, complex scaling", (resonance.real + 0.5) * 2 * E_b, "eV")
show("Ionization time at breakdown, weak-field formula",
     time_unit / weak_field_width(f_break) * 1e12, "ps", ".3f")
show("Ionization time at breakdown, complex scaling", time_unit / width * 1e12, "ps", ".3f")
show("Cure temperature (rough input)", cure_temperature, "K", ".0f")
show("Thermal energy at cure", thermal, "eV")
show("Binding energy / thermal energy at cure", E_b / thermal, "", ".1f")
print("PASS")
```

Running it gives:

```
Electron mass: 0.50 m0
Hole mass: 2.00 m0
Reduced mass: 0.40 m0
Electronic permittivity: 2.20
Hydrogen Rydberg energy: 13.60569 eV
Hydrogen Bohr radius: 0.052918 nm
Exciton binding energy, formula: 1.1244 eV
Exciton binding energy, diagonalization: 1.1244 eV
Exciton Bohr radius: 0.2910 nm
Exciton Bohr radius, converted: 2.910 angstrom
Most probable separation, diagonalization: 0.2910 nm
Mean separation, diagonalization: 0.4366 nm
Mean kinetic energy: 1.1244 eV
Mean potential energy: -2.2489 eV
2s binding energy, diagonalization: 0.2811 eV
Si-O distance (rough input): 0.16 nm
Probability of separation below Si-O distance: 0.0995
Si-Si distance (rough input): 0.31 nm
Probability of separation below Si-Si distance: 0.3585
Skeleton wall (rough input): 1.0 nm
Probability of separation above wall width: 0.0326
Screening length (rough input): 0.05 nm
Permittivity at wavevector 1/a: 2.127
Short-range screening gain, first order: 0.176 eV
Binding with short-range screening, diagonalized: 1.378 eV
Overlap of states shifted by Si-Si distance: 0.8422
Mean kinetic energy in cosine band: 0.939 eV
Kinetic energy change, cosine band: -0.186 eV
Si-O stretching wavenumber (rough input): 1070 1/cm
Si-O stretching quantum: 0.133 eV
Binding energy / stretching quantum: 8.5
Static silica permittivity (rough input): 3.9
Binding with static silica permittivity: 0.358 eV
Film electronic permittivity (rough input): 1.7
Binding with film electronic permittivity: 1.883 eV
Polarization energy, hole in Si-O radius sphere: 0.89 eV
Exciton field unit 2E_b/(ea): 77.3 MV/cm
Operating field (rough input): 1.0 MV/cm
Ionization time at operating field, weak-field formula: 2.2e+04 s
Breakdown field (rough input): 5.0 MV/cm
Reduced breakdown field: 0.0647
Stark shift at breakdown, quadratic formula: -0.0212 eV
Stark shift at breakdown, complex scaling: -0.0246 eV
Ionization time at breakdown, weak-field formula: 0.141 ps
Ionization time at breakdown, complex scaling: 0.293 ps
Cure temperature (rough input): 673 K
Thermal energy at cure: 0.0580 eV
Binding energy / thermal energy at cure: 19.4
PASS
```
